# Tunnelling Conductance of a Thick Rectangular Barrier Between Identical Metals, part 1

(Sections cited here and not found follow in the second part.)

## Part I. Setting, theorem and the single channel

### A special case

Let two metals face each other across an insulating layer of thickness \(d\). Suppose that an electron at the Fermi energy, with wave vector \(\mathbf k\) parallel to the layer, crosses with probability

\[
T(k)=e^{-2\kappa d},\qquad \kappa^2=\kappa_0^2+k^2 ,\qquad k=|\mathbf k|,
\]

where \(\kappa_0\) is the decay constant at normal incidence. Each transverse state contributes \(2e^2/h\) times its transmission probability to the conductance, the 2 being for spin; this is proved in Lemma 1. A layer of unit area has \(d^2k/(2\pi)^2\) transverse states in the element \(d^2k\). The conductance per area is therefore \(2e^2/h\) times

\[
N=\int\frac{d^2k}{(2\pi)^2}\,e^{-2\kappa d}
=\frac1{2\pi}\int_0^\infty k\,e^{-2\kappa d}\,dk .
\]

The angular integral has supplied \(2\pi\), and for the moment \(k\) runs to infinity. Differentiating \(\kappa^2=\kappa_0^2+k^2\) gives \(k\,dk=\kappa\,d\kappa\), and \(k=0\) corresponds to \(\kappa=\kappa_0\). Integration by parts then gives

\[
N=\frac1{2\pi}\int_{\kappa_0}^\infty\kappa\,e^{-2\kappa d}\,d\kappa
=\frac1{2\pi}\left[\frac{\kappa_0}{2d}+\frac1{4d^2}\right]e^{-2\kappa_0d},
\]

that is,

\[
N=\frac{\kappa_0}{4\pi d}\,e^{-2\kappa_0d}\left[1+\frac1{2\kappa_0d}\right].
\]

The exponential belongs to an electron at normal incidence. The transverse integration has multiplied it by \(\kappa_0/(4\pi d)\), with a correction that is small when \(\kappa_0d\gg1\). This factor has the dimension of an inverse area, as a number of channels per area must have.

The origin of the factor is visible at small \(k\). There \(\kappa\approx\kappa_0+k^2/(2\kappa_0)\), so that

\[
e^{-2\kappa d}\approx e^{-2\kappa_0d}\,e^{-k^2d/\kappa_0}.
\]

The barrier passes a Gaussian bundle of transverse wave vectors whose width is \(\sqrt{\kappa_0/d}\). The area of the bundle in \(\mathbf k\) space is \(\int d^2k\,e^{-k^2d/\kappa_0}=\pi\kappa_0/d\), and division by \((2\pi)^2\) gives \(\kappa_0/(4\pi d)\). A thicker barrier selects a narrower bundle, which is why \(d\) stands in the denominator.

Two things are missing from this special case. Reflection at the interfaces changes the transmission by a factor that depends on \(k\), and the metal offers no states at its Fermi energy with \(k\) beyond its Fermi wave number. The theorem includes both.

### Assumptions and conventions

The barrier occupies \(0<z<d\). The charge of the electron is \(-e\), with \(e>0\). The following is assumed.

1. The two metals are identical, with free-electron mass \(m_0\), Fermi energy \(E_F\) measured from the band bottom, and Fermi wave number \(k_F=\sqrt{2m_0E_F}/\hbar\).
2. At zero bias the barrier is rectangular. Its band edge lies \(\varphi>0\) above the Fermi level. The electron there has an isotropic, parabolic mass \(m_b=\mu m_0\).
3. The interfaces are flat, so \(\mathbf k\) is conserved. Tunnelling is elastic, coherent and independent of spin.
4. The temperature is zero, and the conductance is the limit of current over voltage as the voltage goes to zero.

The decay constant at normal incidence is

\[
\kappa_0=\frac{\sqrt{2m_b\varphi}}{\hbar}.
\]

It describes the amplitude; the probability decays at the rate \(2\kappa_0\). I write \(g=G/A\) for the conductance per area.

### Theorem

**Theorem.** Under assumptions 1 to 4, with \(\varphi\), \(E_F\) and \(\mu\) fixed and \(d\to\infty\),

\[
g=\frac{2e^2}{h}\;\frac{\kappa_0}{4\pi d}\;P_0\,e^{-2\kappa_0d}
\left[1+\frac{1+p}{2\kappa_0d}+O\!\left(\frac1{(\kappa_0d)^2}\right)\right],
\]

where

\[
P_0=\frac{16\,\mu^2k_F^2\kappa_0^2}{(\mu^2k_F^2+\kappa_0^2)^2},
\qquad
p=2\left(1+\frac{\kappa_0^2}{k_F^2}\right)
\frac{\mu^2k_F^2-\kappa_0^2}{\mu^2k_F^2+\kappa_0^2}.
\]

The product \(P_0e^{-2\kappa_0d}\) is the thick-barrier transmission of one electron at normal incidence. The factor \(\kappa_0/(4\pi d)\) is what the transverse integration adds. Because \(P_0\) depends on \(\kappa_0\) as well, the complete prefactor of \(g\) is not in general proportional to \(\kappa_0/d\). The statement about proportionality concerns the added factor, or the exponential-only approximation \(P_0=1\).

The proof has three parts: the current as a sum over transverse states, the transmission of one state, and the integral over states. The first two follow here.

### Lemma 1: the conductance as a sum over transverse states

**Lemma 1.** Under the stated assumptions,

\[
g=\frac{2e^2}{h}\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,T(k),
\]

where \(T(k)\) is the transmission probability at the Fermi energy and zero bias.

**Proof.** Apply a voltage \(V>0\) that raises the Fermi level of the left metal above that of the right metal by \(eV\). Electrons then flow to the right. The electric current flows to the left; \(J\) denotes its magnitude per area.

In the left metal the density of states in wave-vector space, per volume and with spin, is \(2/(2\pi)^3\). States with velocity \(v_z>0\) approach the barrier. They carry the transmitted current

\[
J_{L\to R}=2e\int_{k_z>0}\frac{d^3k}{(2\pi)^3}\,v_z\,T\,f_L ,
\]

with \(f_L\) the occupation in the left metal. At fixed \(\mathbf k\) the energy depends on \(k_z\) through \(v_z=\hbar^{-1}\partial E/\partial k_z\), hence

\[
v_z\,dk_z=\frac{dE}{\hbar}.
\]

The velocity cancels against the density of states in the normal direction. With \(2e/(2\pi\hbar)=2e/h\),

\[
J_{L\to R}=\frac{2e}{h}\int dE\int\frac{d^2k}{(2\pi)^2}\,T(E,\mathbf k)\,f_L(E).
\]

The opposite flow has the same form with \(f_R\) and the transmission from right to left. The two transmissions are equal, also for a barrier tilted by the voltage. To see this, let \(\psi_1\) be the solution for a wave incident from the left and \(\psi_2\) that for a wave incident from the right, at the same \(E\) and \(\mathbf k\). The one-dimensional wave equation makes

\[
W=\frac1{m(z)}\left(\psi_1\frac{d\psi_2}{dz}-\psi_2\frac{d\psi_1}{dz}\right)
\]

independent of \(z\). In the left metal, with normal wave number \(k_L\), the waves are \(\psi_1=e^{ik_Lz}+re^{-ik_Lz}\) and \(\psi_2=t'e^{-ik_Lz}\), which gives \(W=-2ik_Lt'/m_0\). In the right metal, \(\psi_1=te^{ik_Rz}\) and \(\psi_2=e^{-ik_Rz}+r'e^{ik_Rz}\), which gives \(W=-2ik_Rt/m_0\). Thus \(k_Lt'=k_Rt\). The probabilities are ratios of fluxes, and

\[
\frac{k_L}{k_R}|t'|^2=\frac{k_L}{k_R}\,\frac{k_R^2}{k_L^2}|t|^2=\frac{k_R}{k_L}|t|^2 ,
\]

so they agree. Factors for the availability of final states change nothing in the difference, because \(f_L(1-f_R)-f_R(1-f_L)=f_L-f_R\). The net current is

\[
J=\frac{2e}{h}\int dE\int\frac{d^2k}{(2\pi)^2}\,T(E,\mathbf k;V)\,\bigl[f_L(E)-f_R(E)\bigr].
\]

At zero temperature the bracket equals 1 in an energy window of width \(eV\) and vanishes elsewhere. The window already supplies one power of \(V\). Any change of \(T\) with voltage therefore enters \(J\) in a higher order than the first, and \(T\) may be taken at zero bias and at the Fermi energy. Division of \(J\) by \(V\) in the limit \(V\to0\) gives the lemma. The restriction \(k<k_F\) expresses that a propagating state in the metal needs \(k_z^2=k_F^2-k^2>0\). \(\square\)

The cancellation of the velocity has a consequence for the counting. The conductance does not weight a transverse state by its speed: every open state has the same quantum \(2e^2/h\), and all dependence on direction is in \(T(k)\).

### Lemma 2: transmission of one transverse state

**Lemma 2.** Put

\[
a=k_z=\sqrt{k_F^2-k^2},\qquad \kappa=\sqrt{\kappa_0^2+k^2},\qquad b=\frac{\kappa}{\mu}.
\]

Then

\[
T=\left[1+\left(\frac{a^2+b^2}{2ab}\right)^2\sinh^2(\kappa d)\right]^{-1}.
\]

With

\[
P=\frac{16a^2b^2}{(a^2+b^2)^2},\qquad x=e^{-2\kappa d},
\]

the transmission obeys, for all \(0\le k<k_F\),

\[
\frac1{(1+x)^2}\le\frac{T}{P\,e^{-2\kappa d}}\le\frac1{(1-x)^2}.
\]

**Proof.** In the barrier, the Fermi energy lies \(\varphi\) below the band edge. The transverse motion contributes \(\hbar^2k^2/(2m_b)\), and the decaying normal motion contributes \(-\hbar^2\kappa^2/(2m_b)\). Hence

\[
-\varphi=\frac{\hbar^2}{2m_b}\,(k^2-\kappa^2),
\]

which is \(\kappa^2=\kappa_0^2+k^2\).

At each interface \(\psi\) is continuous. Integration of the kinetic term \(-\tfrac{\hbar^2}{2}\tfrac{d}{dz}\bigl(\tfrac1m\tfrac{d\psi}{dz}\bigr)\) across the interface shows that \(\psi'/m\) is continuous too; this is also what makes the particle current continuous. I multiply \(\psi'/m\) by \(m_0\), so that the second matched quantity is \(\psi'\) in the metal and \(\psi'/\mu\) in the barrier.

Let the transmitted wave be \(te^{ia(z-d)}\). At \(z=d\) the matched quantities are \(t\) and \(iat\). The solution in the barrier that has these values at \(z=d\) is

\[
\psi(z)=t\left[\cosh\kappa(d-z)-\frac{ia}{b}\sinh\kappa(d-z)\right].
\]

Its scaled derivative is

\[
\frac{\psi'(z)}{\mu}=t\left[-b\sinh\kappa(d-z)+ia\cosh\kappa(d-z)\right],
\]

and this equals \(iat\) at \(z=d\), as required. In the left metal the wave is \(e^{iaz}+re^{-iaz}\). Write \(C=\cosh\kappa d\) and \(S=\sinh\kappa d\). Matching at \(z=0\) gives

\[
1+r=t\left(C-\frac{ia}{b}S\right),\qquad
ia(1-r)=t\,(-bS+iaC).
\]

Division of the second equation by \(ia\), with \(-1/i=i\), yields \(1-r=t\,(C+i\tfrac ba S)\). The sum of the two equations removes \(r\):

\[
\frac1t=C+\frac i2\left(\frac ba-\frac ab\right)S .
\]

Because the metals are identical, the flux ratio is \(T=|t|^2\). With \(C^2=1+S^2\),

\[
\frac1T=1+S^2\left[1+\frac14\left(\frac ba-\frac ab\right)^2\right]
=1+\frac14\left(\frac ba+\frac ab\right)^2S^2 ,
\]

and \(\tfrac12(b/a+a/b)=(a^2+b^2)/(2ab)\). This is the first claim.

For the second claim, note that \(\bigl((a^2+b^2)/(2ab)\bigr)^2=4/P\) and \(S^2=(1-x)^2/(4x)\). Therefore

\[
\frac1T=1+\frac{(1-x)^2}{Px},\qquad
\frac{T}{Px}=\frac1{(1-x)^2+Px}.
\]

Since \((a^2+b^2)^2\ge4a^2b^2\), the interface factor satisfies \(0<P\le4\). The denominator thus lies between \((1-x)^2\) and \((1-x)^2+4x=(1+x)^2\). \(\square\)

### Remarks on the single channel

A factor \(P\) greater than 1 is no violation of probability. The thick-barrier form applies when \(x\) is small, and then \(Px\) is far below 1. The largest value, \(P=4\), occurs at \(a=b\), where the scaled wave number in the metal equals the scaled decay constant in the barrier.

At normal incidence it is convenient to use

\[
\xi=\frac{\kappa_0^2}{\mu^2k_F^2}=\frac{\varphi}{\mu E_F},\qquad P_0=\frac{16\,\xi}{(1+\xi)^2}.
\]

For \(\xi\ll1\), \(P_0\approx16\xi\) grows as \(\kappa_0^2\), and the whole prefactor of the conductance goes as \(\kappa_0^3/d\). For \(\xi\gg1\), \(P_0\approx16/\xi\), and the whole prefactor goes as \(1/(\kappa_0d)\). Both statements hold at fixed \(\mu k_F\), and both require \(\kappa_0d\gg1\) and \(k_F^2d\gg\kappa_0\). The second condition says that the metal offers many more transverse states than the barrier selects; for \(\xi\gg1\) it can be the stricter of the two. When both are met, the dependence on thickness is \(1/d\) in both cases, because \(P_0\) does not contain \(d\).

The mass that governs the transverse motion in \(\kappa^2=\kappa_0^2+k^2\) is the mass in the barrier. What the metal and the barrier share is the wave vector \(\mathbf k\), not the transverse kinetic energy. A light barrier mass makes the transverse kinetic energy under the barrier large, and this raises the effective barrier for oblique electrons.

## Part II. The transverse integral, its meaning and an example

### Results taken from Part I

The barrier has thickness \(d\), height \(\varphi\) above the Fermi level and mass \(\mu m_0\). Its decay constant is \(\kappa_0\) at normal incidence and \(\kappa=\sqrt{\kappa_0^2+k^2}\) at transverse wave number \(k\). The metals have Fermi wave number \(k_F\). Part I showed that

\[
g=\frac{2e^2}{h}\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,T(k),
\qquad
T\simeq P\,e^{-2\kappa d},\qquad
P=\frac{16a^2b^2}{(a^2+b^2)^2},
\]

with \(a^2=k_F^2-k^2\) and \(b=\kappa/\mu\). The relative error of the thick-barrier form is of order \(e^{-2\kappa_0d}\) or smaller, for every \(k\). The value of \(P\) at \(k=0\) is \(P_0\).

### Lemma 3: the integral over transverse states

**Lemma 3.** For \(d\to\infty\) with the other parameters fixed,

\[
N=\int_{k<k_F}\frac{d^2k}{(2\pi)^2}\,P\,e^{-2\kappa d}
=\frac{\kappa_0P_0}{4\pi d}\,e^{-2\kappa_0d}
\left[1+\frac{1+p}{2\kappa_0d}+O\!\left(\frac1{(\kappa_0d)^2}\right)\right],
\]

where \(p=d\ln P/d\ln\kappa\) at \(\kappa=\kappa_0\).

**Proof.** As in the special case, \(k\,dk=\kappa\,d\kappa\). The upper limit \(k=k_F\) becomes \(\kappa_m=\sqrt{\kappa_0^2+k_F^2}\). With \(F(\kappa)=\kappa P(\kappa)\),

\[
N=\frac1{2\pi}\int_{\kappa_0}^{\kappa_m}F(\kappa)\,e^{-2\kappa d}\,d\kappa .
\]

In terms of \(\kappa\), \(a^2=\kappa_m^2-\kappa^2\) and \(b^2=\kappa^2/\mu^2\). The sum \(a^2+b^2\) is positive on the whole interval, so \(F\) is smooth there. It vanishes at \(\kappa_m\), where \(a=0\). Two integrations by parts give

\[
\int_{\kappa_0}^{\kappa_m}Fe^{-2\kappa d}d\kappa
=\frac{F(\kappa_0)}{2d}e^{-2\kappa_0d}
+\frac{F'(\kappa_0)e^{-2\kappa_0d}-F'(\kappa_m)e^{-2\kappa_md}}{4d^2}
+\frac1{4d^2}\int_{\kappa_0}^{\kappa_m}F''e^{-2\kappa d}d\kappa .
\]

The term at \(\kappa_m\) is exponentially small relative to the first. The last integral is at most \(\max|F''|\,e^{-2\kappa_0d}/(2d)\) in magnitude, so its contribution is of order \(d^{-3}e^{-2\kappa_0d}\), two powers of \(d\) below the first term. Finally \(F(\kappa_0)=\kappa_0P_0\), and

\[
\frac{F'(\kappa_0)}{F(\kappa_0)}=\frac1{\kappa_0}+\frac{P'(\kappa_0)}{P_0}=\frac{1+p}{\kappa_0}.
\]

Extraction of \(F(\kappa_0)e^{-2\kappa_0d}/(2d)\) and division by \(2\pi\) give the lemma. \(\square\)

The conductance is now written as a sum over transverse states, with the transmission of each state bounded and the thick-barrier integral over them expanded in terms of \(p\). It remains to combine these results into the theorem and find \(p\) explicitly, and then to treat the meaning of the added factor, the slope against thickness, a worked example and the limits of the model.
